# Binding of the Positronium Molecule with Correlated Gaussians

## Problem

Two electrons (1, 2) and two positrons ($a$, $b$) interact through Coulomb forces. In atomic units, with all four masses equal to 1,

$$H=-\tfrac12\sum_{i}\nabla_i^2+\frac1{r_{12}}+\frac1{r_{ab}}-\frac1{r_{1a}}-\frac1{r_{1b}}-\frac1{r_{2a}}-\frac1{r_{2b}} .$$

Annihilation, relativity and radiative effects are left out, so "bound" means stable against break-up; the real molecule still annihilates. Both like pairs are in spin singlets, so the spatial function is symmetric under $1\leftrightarrow2$ and under $a\leftrightarrow b$.

1. Which energy must a trial function beat to prove binding?
2. Derive the matrix elements of Gaussians in all six distances and show that the molecule is bound.
3. Find the binding given by the Hylleraas–Ore function, with $a+b=1$ before scaling,
$$\psi=e^{-ar_{1a}-br_{1b}-br_{2a}-ar_{2b}}+e^{-br_{1a}-ar_{1b}-ar_{2a}-br_{2b}},$$
and compare. (As exponents, $a$ and $b$ are numbers; as subscripts they label positrons.)

## Hints

- For question 1, list the ways to break up the molecule. Treat charged fragments separately.
- For question 2, use orthonormal relative coordinates. Every pair separation is then a linear combination of Gaussian variables.
- For question 3, hold the positrons fixed first. The function has no factor in $r_{12}$, so the electron integrals separate. Then exchange the roles of electrons and positrons.

## Solution

### 1. The threshold

One positronium atom has reduced mass $\mu=\frac12$ and energy $-\mu/2=-\frac14$ hartree. Two separated atoms have $-\frac12$. One atom plus two free particles has $-\frac14$, and four free particles have 0.

The remaining break-up is Ps$^-+e^+$, or its charge conjugate. Suppose this were the lowest threshold. Place the free positron in a wave packet at distances of order $L$ from the ion. Its kinetic energy is of order $+1/L^2$ and its attraction to the ion of order $-1/L$. For large $L$ the sum is negative, so a state would exist below that threshold in any case.

The continuous spectrum starts at the lowest break-up energy, and the variational principle guarantees a bound state if a trial energy lies below it. Hence a trial energy below $-\frac12$ hartree proves binding whichever threshold is lowest.

### 2. Correlated Gaussians

**Coordinates.** Take

$$\mathbf x_1=\frac{\mathbf r_1-\mathbf r_2}{\sqrt2},\quad \mathbf x_2=\frac{\mathbf r_a-\mathbf r_b}{\sqrt2},\quad \mathbf x_3=\frac{\mathbf r_1+\mathbf r_2-\mathbf r_a-\mathbf r_b}{2}.$$

Together with $\mathbf X=(\mathbf r_1+\mathbf r_2+\mathbf r_a+\mathbf r_b)/2$ they form an orthogonal transformation, which leaves the sum of Laplacians unchanged. Our functions do not depend on $\mathbf X$, so the kinetic energy is $-\frac12\sum_{k=1}^3\nabla_{x_k}^2$.

Inverting gives, for example, $\mathbf r_1=\mathbf x_1/\sqrt2+\mathbf x_3/2+\mathbf X/2$ and $\mathbf r_a=\mathbf x_2/\sqrt2-\mathbf x_3/2+\mathbf X/2$. Each separation is therefore $\mathbf r_p=\sum_k c_{p,k}\mathbf x_k$, with

$$c_{12}=(\sqrt2,0,0),\qquad c_{ab}=(0,\sqrt2,0),$$
$$c_{1a},c_{1b}=\big(\tfrac1{\sqrt2},\mp\tfrac1{\sqrt2},1\big),\qquad c_{2a},c_{2b}=\big(-\tfrac1{\sqrt2},\mp\tfrac1{\sqrt2},1\big).$$

The basis function is

$$\phi_A=\exp\Big(-\sum_p\alpha_pr_p^2\Big)=\exp(-x^TAx),\qquad A=\sum_p\alpha_pc_pc_p^T .$$

**Overlap.** Let $\phi_B$ have matrix $B$, and let $G=A+B$, $W=G^{-1}$. Each Cartesian component contributes $\pi^{3/2}/\sqrt{\det G}$, so $\langle\phi_A|\phi_B\rangle=(\pi^3/\det G)^{3/2}$. The norms follow by replacing $G$ with $2A$ or $2B$, where $\det 2A=8\det A$. For normalized functions

$$S=\left[\frac{8\sqrt{\det A\,\det B}}{\det(A+B)}\right]^{3/2}.$$

**Kinetic energy.** Integrate by parts and use $\nabla_k\phi_A=-2(Ax)_k\phi_A$:

$$T_{AB}=\tfrac12\int\sum_k\nabla_k\phi_A\cdot\nabla_k\phi_B=2\int (x^TABx)\,\phi_A\phi_B .$$

Under the weight $e^{-x^TGx}$, each Cartesian component has covariance $W/2$, so $\langle\mathbf x_k\cdot\mathbf x_l\rangle=\frac32W_{kl}$. Thus

$$T_{AB}=3\,\mathrm{Tr}(AWB)\,S=3\,[\mathrm{Tr}A-\mathrm{Tr}(A^2W)]\,S,$$

where the last form uses $B=G-A$ and $WG=1$.

**Coulomb energy.** The separation $\mathbf r_p$ is Gaussian with variance $s_p/2$ per component, where $s_p=c_p^TWc_p$. Its density is $(\pi s_p)^{-3/2}e^{-r^2/s_p}$, and

$$\Big\langle\frac1{r_p}\Big\rangle=\frac{4\pi}{(\pi s_p)^{3/2}}\int_0^\infty r\,e^{-r^2/s_p}dr=\frac{4\pi}{(\pi s_p)^{3/2}}\,\frac{s_p}{2}=\frac2{\sqrt{\pi s_p}} .$$

Multiplication by $S$ gives the matrix element.

**One pair in numbers.** In the order $12,ab,1a,1b,2a,2b$, take exponents $(0.05,0.10,0.40,0.10,0.15,0.30)$ for $A$ and $(0.10,0.05,0.10,0.50,0.30,0.20)$ for $B$, in bohr$^{-2}$. The determinants of $A$, $B$ and $A+B$ are 0.3150, 0.4380 and 3.5685 bohr$^{-6}$, so

$$S=\left[\frac{8\sqrt{0.3150\times0.4380}}{3.5685}\right]^{3/2}=0.8327^{3/2}=0.7599 .$$

The values of $s_p$ are 1.516, 1.516, 1.261, 1.129, 1.348 and 1.261 bohr$^2$. The two repulsions sum to 1.833 hartree and the four attractions to $-4.043$ hartree, so $V/S=-2.211$ hartree (from unrounded values). The trace formula gives $T/S=3.160$ hartree.

**Symmetry.** Electron exchange, positron exchange and charge conjugation generate eight permutations that leave $H$ unchanged. Let $\mathcal P$ be their sum. Since $\mathcal P^2=8\mathcal P$ and $\mathcal P$ commutes with $H$,

$$\langle\mathcal P\phi_A|H|\mathcal P\phi_B\rangle=8\langle\phi_A|H|\mathcal P\phi_B\rangle .$$

The same factor 8 multiplies the overlap and cancels. It is enough to permute the exponents in the ket and add eight elements.

**Choosing exponents.** Linear variation gives $Hc=ESc$. Let the present basis have orthonormal eigenstates $\chi_k$ with energies $E_k$. Take the part of a new function orthogonal to them, normalize it and call it $\eta$. With $h=\langle\eta|H|\eta\rangle$ and $b_k=\langle\chi_k|H|\eta\rangle$, the enlarged problem reads

$$(E_k-\lambda)u_k+b_ku=0,\qquad (h-\lambda)u+\sum_kb_ku_k=0 .$$

Substituting $u_k=-b_ku/(E_k-\lambda)$ into the second equation gives

$$h-\lambda-\sum_k\frac{b_k^2}{E_k-\lambda}=0 .$$

The left side tends to $+\infty$ as $\lambda\to-\infty$. If $b_0\ne0$, it tends to $-\infty$ as $\lambda$ rises to $E_0$, so there is a root below $E_0$: the new function lowers the energy. Many random exponent sets can be ranked this way, and the best is kept. Existing members are then replaced in turn by the same rule.

**Result.**

| Gaussians | $E$ (hartree) |
|---:|---:|
| 5 | $-0.508578$ |
| 10 | $-0.514123$ |
| 20 | $-0.515250$ |
| 40 | $-0.515839$ |
| 80 | $-0.515950$ |

Five symmetrized functions already lie below $-\frac12$, which proves binding. With 80, the binding measured from two separated Ps atoms is at least

$$-0.5-(-0.515950)=0.015950\ \text{hartree}=0.434\ \text{eV}.$$

A different search would give other exponents and other energies, shifted by as much as 1.5 millihartree at 5 functions and about 0.2 millihartree at 10, but each would still be an upper bound, apart from rounding.

The converged energy quoted for this Hamiltonian is $-0.516004$ hartree, a binding of 0.016004 hartree or 0.435 eV. The 80-function energy lies 54 microhartree above it. The table approaches that value from above; it does not by itself establish the limit.

### 3. The Hylleraas–Ore function

Write $a=(1+\beta)/2$ and $b=(1-\beta)/2$ with $0\le\beta<1$. For an electron at distances $r_a,r_b$ from the positrons, let $f=e^{-ar_a-br_b}$ and $g=e^{-br_a-ar_b}$. Then $\psi=f(1)g(2)+g(1)f(2)$.

**Electron integrals at fixed $R=r_{ab}$.** Define

$$D=\int f^2,\quad X=\int fg,\quad K_D=\int|\nabla f|^2,\quad K_X=\int\nabla f\cdot\nabla g,$$
$$A_D=\int f^2\Big(\frac1{r_a}+\frac1{r_b}\Big),\quad A_X=\int fg\Big(\frac1{r_a}+\frac1{r_b}\Big).$$

Reflection exchanges $f$ and $g$, so $g^2$ gives the same integrals as $f^2$. Expanding the square gives

$$\int\!\!\int\psi^2=2(D^2+X^2),\qquad \int\!\!\int|\nabla_1\psi|^2=2(K_DD+K_XX),$$

and the attraction of one electron to both positrons is $-2(A_DD+A_XX)$.

**Charge symmetry.** Under $1\leftrightarrow a$, $2\leftrightarrow b$, the distances $r_{1a}$ and $r_{2b}$ are unchanged while $r_{1b}\leftrightarrow r_{2a}$. Both terms of $\psi$ are invariant. After integration over $R$, the positrons therefore have the same kinetic energy as the electrons, and $\langle1/r_{12}\rangle=\langle1/r_{ab}\rangle$. This removes the difficult electron-repulsion integral. With $N=\int4\pi R^2\,2(D^2+X^2)\,dR$,

$$T=\frac1N\int4\pi R^2\,4(K_DD+K_XX)\,dR,$$
$$V=\frac1N\int4\pi R^2\Big[\frac4R(D^2+X^2)-4(A_DD+A_XX)\Big]dR .$$

The kinetic factor 4 is four particles times $\frac12$ times 2. The attraction factor is two electrons times 2. The repulsion is $2/R$ times the density $2(D^2+X^2)$.

**Spheroidal coordinates.** Let $\xi=(r_a+r_b)/R$ and $\eta=(r_a-r_b)/R$, with volume element $\frac{R^3}8(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi$. Then

$$f^2=e^{-R(\xi+\beta\eta)},\qquad fg=e^{-R\xi},\qquad \frac1{r_a}+\frac1{r_b}=\frac{4\xi}{R(\xi^2-\eta^2)} .$$

Let $\omega$ be the angle between the unit vectors from the two positrons to the electron. The cosine rule gives

$$\cos\omega=\frac{r_a^2+r_b^2-R^2}{2r_ar_b}=\frac{\xi^2+\eta^2-2}{\xi^2-\eta^2},$$
$$|\nabla f|^2=f^2(a^2+b^2+2ab\cos\omega),\qquad \nabla f\cdot\nabla g=fg\,[2ab+(a^2+b^2)\cos\omega] .$$

The volume element cancels every denominator $\xi^2-\eta^2$, leaving polynomials times exponentials. These integrals and the one over $R$ are done by quadrature.

**Scaling.** Replacing all $\mathbf r$ by $\kappa\mathbf r$ in $\psi$ gives $E(\kappa)=\kappa^2T+\kappa V$. Its minimum is at $\kappa=-V/(2T)$, where $E=-V^2/(4T)$. Only $\beta$ remains to be varied. The optimum is $\beta=0.695$, with $T=1.45421$ and $V=-1.71261$ before scaling:

$$\kappa=\frac{1.71261}{2\times1.45421}=0.589,\qquad E=-\frac{1.71261^2}{4\times1.45421}=-0.50423\ \text{hartree}.$$

The binding is 0.00423 hartree, or 0.115 eV. This function therefore proves binding too, but recovers about 27% of the binding found with 80 Gaussians. Sampling the full four-particle functions confirms, within statistical error, both the charge-symmetry reduction and the final Gaussian energy.

## Variations

**A. Remove the like-charge factors.** *Set the exponents of $r_{12}$ and $r_{ab}$ to zero and optimize again. What is lost?*

With positive exponents, as used throughout, the matrix $A$ stays positive definite, because the four unlike vectors $c_p$ span the three relative coordinates. The same formulas apply. With 40 functions the energy is $-0.508360$ hartree, against $-0.515839$ with all six factors. The binding falls from 0.431 to 0.227 eV, so at this basis size explicit like-charge factors supply nearly half of it. The restriction is visible in $A$. Each unlike $c_p$ has squared components $(\frac12,\frac12,1)$, so without like-charge factors every function has $A_{11}=A_{22}=A_{33}/2$. The like-charge exponents add $2\alpha_{12}$ to $A_{11}$ and $2\alpha_{ab}$ to $A_{22}$ and lift this constraint. From 10 functions on (not yet with 5, where it gives $-0.503404$ hartree), the restricted set binds more strongly than the Hylleraas–Ore function, which also uses unlike distances alone but has a single shape parameter. Some of that function's deficit therefore comes from its rigid form.

**B. Is the final Gaussian function badly scaled?** *It has $T=0.516291$ and $V=-1.032241$ hartree. How much would uniform scaling gain?*

The unscaled energy is $T+V$ and the best scaled energy is $-V^2/(4T)$. The gain is

$$T+V+\frac{V^2}{4T}=\frac{(2T+V)^2}{4T}=\frac{(0.000341)^2}{2.065}\approx6\times10^{-8}\ \text{hartree}.$$

This is about a thousandth of the remaining 54 microhartree. The error lies in the shape of the wave function, not its overall size. The gain cannot exceed the energy error $\Delta E$, so $|2T+V|\le2\sqrt{T\,\Delta E}$, about 0.011 hartree here. An accurate energy thus limits the virial error, though only as a square root, and a small virial error does not imply an accurate energy: the Hylleraas–Ore function satisfies $2T+V=0$ after scaling, yet misses most of the binding.

## Values computed for the example and the checks

```
Ps energy, radial grid: -0.24999 hartree; threshold: -0.5000 hartree
1 hartree = 27.21139 eV
Pair order: 12, ab, 1a, 1b, 2a, 2b
Example exponents A (bohr^-2): [0.05 0.1  0.4  0.1  0.15 0.3 ]
Example exponents B (bohr^-2): [0.1  0.05 0.1  0.5  0.3  0.2 ]
det A, det B, det(A+B): 0.315000 0.438000 3.568500 bohr^-6
c^T W c for the six pairs (bohr^2): [1.51604 1.51604 1.26103 1.12933 1.34791 1.26103]
Overlap: formula 0.75987985, grid 0.75987985
T/S: formula 3.16040, sampled 3.16531 +- 0.00839 hartree
V/S: formula -2.21051, sampled -2.20738 +- 0.00568 hartree
Hylleraas-Ore energy at beta=0.5: -0.495448 hartree
Hylleraas-Ore energy at beta=0.6: -0.502082 hartree
Hylleraas-Ore energy at beta=0.7: -0.504227 hartree
Hylleraas-Ore energy at beta=0.8: -0.502403 hartree
Hylleraas-Ore optimum beta: 0.69475, beta^2: 0.48268
Optimal length scaling factor -V/(2T): 0.58885
Unscaled T: factored 1.45421, sampled 1.44474 +- 0.00730 a.u.
Unscaled V: factored -1.71261, sampled -1.70786 +- 0.00465 a.u.
Unscaled <1/r12>: factored 0.30921, sampled 0.31039 +- 0.00132 a.u.
Unscaled <1/rab>: factored 0.30921, sampled 0.30786 +- 0.00086 a.u.
Hylleraas-Ore energy: -0.504233 hartree
Hylleraas-Ore binding: 0.004233 hartree = 0.1152 eV
  5 Gaussians: E = -0.508578 hartree, binding 0.2334 eV
 10 Gaussians: E = -0.514123 hartree, binding 0.3843 eV
 20 Gaussians: E = -0.515250 hartree, binding 0.4150 eV
 40 Gaussians: E = -0.515839 hartree, binding 0.4310 eV
 80 Gaussians: E = -0.515950 hartree, binding 0.4340 eV
  5 Gaussians without r12, rab factors: E = -0.503404 hartree, binding 0.0926 eV
 10 Gaussians without r12, rab factors: E = -0.506676 hartree, binding 0.1817 eV
 20 Gaussians without r12, rab factors: E = -0.507871 hartree, binding 0.2142 eV
 40 Gaussians without r12, rab factors: E = -0.508360 hartree, binding 0.2275 eV
Final T: 0.516291 hartree, V: -1.032241 hartree, V/T: -1.999339
Final energy sampled from H psi/psi: -0.5160 +- 0.0006 hartree
Change of final energy with other matrix triangle: 3.6e-14 hartree
Final binding: 0.015950 hartree = 0.4340 eV
Quoted limit (input): -0.516004 hartree, binding 0.4355 eV
Final energy above quoted limit: 54.2 microhartree
Hylleraas-Ore share of final binding: 26.5 %
```
